Supercell Size and Tracer Diffusion in Vacancy Kinetic Monte Carlo

**The setting and the result**

Electronic-structure programs let the user repeat a unit cell L times along each axis to make a periodic supercell. With one vacancy in it, the supercell supplies migration barriers, and it can also be the box in which diffusion is followed. This guide treats the second use: how L enters a tracer diffusivity obtained by kinetic Monte Carlo from a known barrier.

Take a simple-cubic lattice of N = L³ sites, L ≥ 3, with spacing a, one vacancy and N−1 identical atoms. Each of the six neighbours of the vacancy exchanges with it at rate w, and there are no other interactions. The long-time tracer diffusivity is

D* = f_L w a²/(N−1),  f_L = (1+c_L)/(1−c_L),

where c_L is the mean cosine between successive jumps of one atom:

c_L = −(1/6N) Σ_{k≠0} (1−cos 2k_x)/(1−λ_k),
λ_k = (cos k_x + cos k_y + cos k_z)/3.

Each component of k is a multiple of 2π/L. For L → ∞ the correlation factor tends to f = 0.65311. A finite box gives f_L, which is larger in the boxes computed here: 0.72340 for L = 3, 0.66264 for L = 5 and 0.65504 for L = 8. A simulation should be compared with the value for its own box, then extrapolated.

**The residence-time algorithm**

Let the possible exchanges have rates w_1 … w_6 and sum K. The probability p(t) that nothing has happened by time t obeys dp/dt = −Kp with p(0) = 1, so p = exp(−Kt). Setting p equal to a random number u, uniform between 0 and 1, gives the waiting time

Δt = −ln(u)/K.

The probability that the first event is number k is

∫₀^∞ w_k exp(−Kt) dt = w_k/K.

One step of the simulation is therefore:

1. List the six neighbours of the vacancy, their rates and the running sums of these rates.
2. Draw u and advance the clock by −ln(u)/K.
3. Draw a second number v and take the first neighbour whose running sum exceeds vK.
4. Move that atom into the vacancy. If the vacancy steps by e, add −e to the atom's stored displacement, without any periodic wrapping.
5. Update the table of occupied sites; here the periodic wrapping does apply.

The two records check each other: initial site plus displacement, taken modulo L, must be the atom's present site. This test holds for every atom at the end of each run.

With equal rates K = 6w throughout, and the clock is a formality. With unequal rates it carries the correct weights. Suppose an atom of a given type exchanges at a rate that depends on its type alone. A jump and its reverse then have the same rate, so all arrangements are equally probable in time. The number of jumps per unit time is the time average ⟨K⟩. Averaging K over jumps instead visits each arrangement in proportion to its exit rate K, and gives ⟨K²⟩/⟨K⟩.

For 62 atoms with rate 5w and 62 with rate w, a neighbour has mean rate 3w, so ⟨K⟩ = 18w. The number of fast neighbours among six, drawn without replacement, has variance 6·(1/4)·(118/123) = 1.439. Each fast neighbour adds 4w to K, so the variance of K is 16·1.439 w² = 23.02 w², and

⟨K²⟩/⟨K⟩ = 18w + 23.02w/18 = 19.28w.

The simulation gives 18.02 ± 0.05 w for jumps per time and 19.31 ± 0.04 w for the average over jumps. The two averages differ by 7%, and the first is the physical one.

**From displacements to a correlation factor**

Measure lengths in units of a and let s_j be the displacement of the atom moved at vacancy jump j. Squaring each atom's total displacement R_i and summing over atoms gives

Σ_i R_i² = Σ_j |s_j|² + 2 Σ_{j<l, same atom} s_j·s_l.

The first sum is n after n jumps, because each vacancy jump moves one atom by one spacing. Define C_m as the mean of s_j·s_{j+m}, counted as zero when the two jumps move different atoms. There are n−m pairs a distance m apart, so the mean sum is

S_n = n + 2 Σ_{m=1}^{n−1} (n−m) C_m.

The first correlation follows directly. After an atom has jumped, the vacancy lies behind it and takes it back with probability 1/6. Hence C_1 = −1/6 and S_2 = 2 − 1/3 = 5/3.

All C_m follow from a Markov chain for the vacancy position r relative to a chosen tracer. Let P be its transition matrix. A step that leaves r nonzero changes r by a lattice vector. An exchange from r = e moves the tracer to the old vacancy site and leaves the vacancy at −e. Let b(r) be the mean x displacement of the tracer in the next vacancy jump: b(±e_x) = ±1/6, and zero elsewhere. After a tracer jump along +x the vacancy is at −e_x, so

C_m = (P^{m−1} b)(−e_x).

P is symmetric and leaves a constant vector unchanged, while b sums to zero. The chain connects all positions. It has a cycle of two steps (e to −e and back) and one of five steps (an exchange from e_x to −e_x, then four steps around the tracer to e_x). It therefore has no period, and on vectors of zero sum the powers of P decay exponentially. The sums converge, and for large n

S_n → f_L n + B,
f_L = 1 + 2 Σ_m C_m = 1 + 2[(1−P)^{−1} b](−e_x),
B = −2 Σ_m m C_m = −2[(1−P)^{−2} b](−e_x).

The inverse acts on vectors of zero sum, and the last line uses Σ m P^{m−1} = (1−P)^{−2}. A window of n jumps thus overestimates f_L by B/n when B is positive.

Following every path of six jumps for L = 3 gives S_6 = 4.604938, the same as the chain. For L = 5, S_300 and 300f_L + B agree at 199.24719.

With equal rates the waiting times are independent of the directions, and the mean number of jumps in time t is 6wt. Restoring a, the long-time sum is ⟨ΣR²⟩ = 6wt f_L a². Dividing by 6t and by the number of atoms gives

D* = ⟨ΣR²⟩/[6(N−1)t] = f_L w a²/(N−1).

**The cosine for a given box**

Let u(r) be the mean x component of the tracer's next jump, whenever it comes, with the vacancy now at r. The vacancy steps to each neighbour with probability 1/6. If it reaches another nonzero position r+e, the expectation becomes u(r+e). If r+e = 0 the tracer jumps along r and contributes r_x. With the definition u(0) = 0,

u(r) − (1/6) Σ_e u(r+e) = (1/6)(δ_{r,e_x} − δ_{r,−e_x}).

This was derived for r ≠ 0. Reflection of x changes the sign of u, so u(e_x) = −u(−e_x), and u vanishes at ±e_y and ±e_z. The neighbours of the origin therefore sum to zero and the equation holds at r = 0 as well. It can now be solved by a Fourier sum over the whole box,

u(r) = (1/N) Σ_k U_k exp(ik·r).

Averaging over neighbours multiplies U_k by λ_k. The source transforms to

(1/6)[exp(−ik_x) − exp(ik_x)] = −(i/3) sin k_x.

Hence U_k = −(i/3) sin k_x/(1−λ_k) for k ≠ 0, and U_0 = 0 by antisymmetry. At r = −e_x the phase is exp(−ik_x) = cos k_x − i sin k_x. The cosine part multiplies an odd function and cancels in the sum. The other part has the factor (−i)(−i) = −1, so

c_L = u(−e_x) = −(1/3N) Σ_{k≠0} sin²k_x/(1−λ_k).

Since sin²k_x = (1−cos 2k_x)/2, this is the formula stated at the start.

The environment after a jump has fourfold symmetry about the jump direction. The mean of the next unit jump vector is therefore c_L times the present one, and the mean cosine with the p-th following jump is c_L^p. Adding over all later jumps of the same atom gives

Σ_m C_m = c_L + c_L² + … = c_L/(1−c_L).

To justify the regrouping, give a delay of m vacancy jumps the weight z^m with z < 1. All sums then converge absolutely, and z can be taken to 1 at the end. Finally

f_L = 1 + 2c_L/(1−c_L) = (1+c_L)/(1−c_L).

The direct solution with P agrees with this formula for L = 3, 5 and 8.

The case L = 3 can be done by hand. There cos 2k_x = cos k_x, because 3k_x is a multiple of 2π. The sum over k is the same for x, y and z, so 1−cos k_x may be replaced by the average over the three axes, which is 1−λ_k. Every term becomes 1, and

c_3 = −(N−1)/(6N) = −26/162,
f_3 = (162−26)/(162+26) = 136/188 = 0.72340.

**The infinite lattice and the size correction**

For L → ∞ the sum divided by N becomes an average over k. Write

1/(1−λ_k) = 3 ∫₀^∞ exp[−3x + x(cos k_x + cos k_y + cos k_z)] dx.

The average of cos(nk) exp(x cos k) over one period is the modified Bessel function I_n(x). Therefore

c = −(1/2) ∫₀^∞ exp(−3x) I₀² (I₀−I₂) dx.

The identity I₀−I₂ = 2I₁/x gives

c = −∫₀^∞ exp(−3x) I₀(x)² I₁(x) dx/x = −0.209842,
f = 0.790158/1.209842 = 0.65311.

To find the approach to this limit, average the summand over the three axes, which changes neither sum nor integral:

F(k) = (1/3) Σ_i (1−cos 2k_i)/(1−λ_k).

At small k the numerators add to 2k² and 1−λ_k is k²/6, so F tends to (1/3)·2·6 = 4, with corrections of second order in k. If the point k = 0 were included with the value 4, the sum would approach the integral faster than 1/N. The actual sum omits it and falls short by 4/N. With the prefactor −1/6,

c_L = c + 2/(3N) + smaller terms.

At L = 40 the value of N(c_L−c) is 0.6685, against 0.6667. Since df/dc = 2/(1−c)², the leading shift in f is

f_L − f ≈ 4/[3N(1−c)²] = 0.911/N.

For L = 8 this predicts 0.0018, and the actual shift is 0.0019. For L = 5 it predicts 0.0073 against 0.0095, and for L = 3 it predicts 0.034 against 0.070. The leading term is thus adequate at L = 8 and poor at L = 3, where the full f_L is needed.

**Measuring with block errors**

Divide the run into M windows of n jumps. For each, store the sum Q_b of squared displacements from the start of the window and the elapsed time T_b. The estimate of the slope is q = ΣQ_b/ΣT_b. To first order in the fluctuations, its deviation from the true slope q₀ is

q − q₀ ≈ Σ_b (Q_b − q₀T_b)/(M T̄),

where T̄ is the mean window time. If the windows are independent, the standard error of q is the standard deviation of the residuals Q_b − qT_b divided by √M T̄. Both q and its error are then divided by 6(N−1). For f_L itself, n a² replaces T_b.

Independence is checked by merging neighbouring windows. With identical atoms and equal rates it holds by construction, since Q_b depends only on the vacancy's steps within its own window; the check becomes a real test when the rates differ. For L = 8 and 1200 windows of 1000 jumps, the error of f is 0.00103, 0.00099 and 0.00104 for blocks of 1000, 4000 and 16,000 jumps. There is no upward trend. The last figure rests on 75 blocks and is itself uncertain by about 1/√150, or 8%, if the fluctuations are Gaussian.

Wrapped coordinates cannot replace the stored displacements. For odd L a displacement component folded to the nearest periodic image eventually takes each integer from −(L−1)/2 to (L−1)/2 with equal probability. Its mean square is (L²−1)/12, and three components give a plateau of (L²−1)/4; a plain difference of two wrapped coordinates saturates at twice this value. For L = 5 and 25,000 jumps the wrapped mean square per atom is 5.94 a², near the plateau of 6 a². The unwrapped one is 131 a², against an exact 134 a².

The sum of all atomic displacements is minus the vacancy displacement. The vacancy's steps are independent, so the mean square of this sum is n a² and the collective factor is 1. The L = 8 run gives 1.002 ± 0.022. Its error is some twenty times that of the tracer factor: each window supplies only one collective vector, whereas the tracer factor averages over many atoms.

**A worked case**

The parameters are round model values: a = 0.30 nm, attempt frequency 10 THz, migration energy 0.80 eV, vacancy formation energy 1.00 eV without formation entropy, and T = 1000 K, so that kT = 0.08617 eV. Then

w = 10¹³ exp(−0.80/0.08617) s⁻¹ = 9.29 × 10⁸ s⁻¹,
w a² = 8.364 × 10⁻¹¹ m²/s.

The mean residence time 1/(6w) is 179 ps. For L = 8 the simulation gives f = 0.6563 ± 0.0010. The expected window value is f_L + B/n = 0.65504 + 0.00055 = 0.65559, which lies 0.8 standard errors away. The diffusivity in the box should be

D* = 0.65504 × 8.364 × 10⁻¹¹/511 = 1.072 × 10⁻¹³ m²/s.

The measured value is (1.076 ± 0.002) × 10⁻¹³ m²/s, higher by 0.4%, or two standard errors. The parts can be traced. The measured f exceeds f_L by 0.2%, of which the window bias is 0.08%. The simulated clock shows 214.85 μs, while 1.2 million jumps at the mean residence time take 215.2 μs, so the time is short by 0.2%. With equal rates this second noise can be removed by using n/(6w) for the time.

The infinite-lattice factor follows in three steps. Subtracting the bias gives f = 0.65579. Inverting the relation between f and c gives

c = (f−1)/(f+1) = −0.34421/1.65579 = −0.20788.

Subtracting 2/(3·512) = 0.00130 gives −0.20919 before rounding of the parts, and hence f = 0.79081/1.20919 = 0.6540 ± 0.0010. The exact limit 0.6531 is within one standard error.

In a large crystal with a small vacancy fraction x_v, an atom has a vacancy on a given neighbouring site with probability x_v, to leading order. Different vacancies arrive from uncorrelated directions, so D* = f x_v w a². Here x_v = exp(−1.00/0.08617) = 9.12 × 10⁻⁶, and

D* = 0.6540 × 9.125 × 10⁻⁶ × 8.364 × 10⁻¹¹ = 4.99 × 10⁻¹⁶ m²/s = 4.99 × 10⁻¹² cm²/s.

The box holds one vacancy per 512 sites, 214 times the equilibrium fraction, which is why its diffusivity must be rescaled. Nor is f_L the correlation factor of a crystal with vacancy fraction 1/N: the periodic images of the vacancy move in step, whereas real vacancies move independently.

**Choosing the supercell and the window**

For this lattice and equal rates, the size error of f relative to its limit is 1.5% at L = 5 and 0.3% at L = 8. If the correction 2/(3N) is applied, L = 8 suffices for an accuracy of 0.1%, provided the statistics reach it. The window should be long enough that B/n is well below the statistical error. B is 0.27, 0.46 and 0.55 for L = 3, 5 and 8, so 1000 jumps leave a bias below 0.001. Where B is unknown, the difference (S_{2n}−S_n)/n removes it.

The supercell for the barrier is a separate choice. It must be large enough for the strain and electronic disturbance of the vacancy and its images, which this analysis does not cover. The barrier can come from one cell and the lattice simulation can use a larger one.

If molecular dynamics in the supercell is used instead, f_L applies when the motion consists of nearest-neighbour exchanges with no memory between them. One further correction then arises. With zero total momentum and equal masses, the atoms' centre of mass stays fixed, and each displacement is measured relative to the mean R̄. Because

Σ|R_i−R̄|² = ΣR_i² − |ΣR_i|²/(N−1),

and the last sum has mean square n a², the apparent factor is f_L − 1/(N−1). For L = 5 this lowers f by 0.008, nearly hiding the size error of 0.0095. Displacements should be referred to the lattice sites.

**Real materials**

The chosen energies are of the size found in many metals, but many metals are face-centred or body-centred cubic, with correlation factors of roughly 0.78 and 0.73. Simple-cubic networks of sites occur as sublattices, for example that of the anions in fluorite-type oxides. D* depends strongly on the energies and entropies, which are taken as known here. An error of 0.1 eV in either energy changes D* at 1000 K by exp(0.1/0.08617), a factor of 3.2, and a neglected formation entropy of one to two k changes it by a factor of 3 to 7. The 1.5% size error at L = 5 is small beside these. It matters when the correlation factor itself is wanted, that is, the ratio D*/(x_v w a²), from which w and x_v cancel. In alloys, or where vacancies bind to solutes, the rates differ between atoms and the formula for f_L fails. The residence-time algorithm remains valid there. The block analysis can still be used if Q_b is summed over the atoms of one species only, their number replaces N−1, the independence of the windows is checked again, and the window is lengthened until the slope stops changing. The window bias can be far larger than for equal rates: with half the atoms at 5w and half at w in an L = 8 box, the slope for the fast atoms falls by about 5% between windows of 1000 and 16,000 jumps. Merging windows to test the error does not reveal this bias. The size correction must be found by varying L at fixed composition. The numerical output below gives the values for all three boxes.

Computed results

```
infinite lattice: mean cosine c = -0.209842, f = 0.653109
N*(c_L - c) at L=40: 0.6685 (limit 0.6667)
S_6 at L=3: all paths 4.604938, chain 4.604938 a^2
S_300 at L=5: 199.24719 a^2; f_L*300+B = 199.24719 a^2
spacing a = 0.30 nm, T = 1000 K, kT = 0.08617 eV
attempt frequency = 10 THz, migration energy = 0.80 eV, formation energy = 1.00 eV
exchange rate w = 9.2935e+08 1/s, mean residence time = 179.34 ps
mixture, L=5: 62 atoms at 5 w, 62 atoms at 1 w
time-averaged K = 18.019 +- 0.045 w (exact 18.000 w)
jump-averaged K = 19.311 +- 0.038 w (exact 19.279 w)
jumps per window: 1000
L=3, 200 windows: f KMC = 0.72334 +- 0.00775, exact f_L = 0.72340, B = 0.2689
L=5, 600 windows: f KMC = 0.66318 +- 0.00217, exact f_L = 0.66264, B = 0.4564
L=5, 25000 jumps, per atom: unwrapped 131.29 a^2 (exact 133.60 a^2)
L=5, same lag, wrapped: 5.940 a^2 (plateau 6.000 a^2)
L=8, 1200 windows: f KMC = 0.65634 +- 0.00099, exact f_L = 0.65504, B = 0.5514
L=8 error of f, blocks of 1000 jumps: 0.00103
L=8 error of f, blocks of 4000 jumps: 0.00099
L=8 error of f, blocks of 16000 jumps: 0.00104
L=8 collective factor = 1.002 +- 0.022
L=8 simulated time = 214.85 microseconds
L=8 box D* = 1.0761e-13 +- 1.9e-16 m^2/s (exact 1.0722e-13 m^2/s)
L=8 window bias B/n = 0.00055, f without bias = 0.65579
L=8 measured c = -0.20788, size shift 2/(3N) = 0.00130, corrected c = -0.20919
extrapolated f = 0.65400 +- 0.00099 (exact limit 0.65311)
vacancy diffusivity w a^2 = 8.3641e-11 m^2/s
equilibrium vacancy fraction = 9.1248e-06
crystal D* from KMC = 4.9914e-16 +- 7.6e-19 m^2/s = 4.9914e-12 cm^2/s
crystal D* from exact f = 4.9846e-16 m^2/s
```
